# Common tangents and Gibbs' phase rule from free-energy minimisation

## What symmetry already fixes

An alloy of $N_A$ atoms of A and $N_B$ atoms of B is held at fixed temperature and pressure, and may divide into several phases. Two symmetries restrict the possible condition for equilibrium before anything is minimised.

The first is scaling. Doubling a bulk phase doubles its Gibbs energy, so a phase $\varphi$ with $n$ atoms has $G_\varphi=n\,g_\varphi(x)$, where $x$ is its fraction of B atoms. The equilibrium compositions can therefore depend on the overall fraction $X=N_B/(N_A+N_B)$, but not on the size of the sample.

The second is the free choice of the energy zero of each element. Let every A atom be assigned an extra energy $c_A$ and every B atom an extra $c_B$. Each curve changes by the same linear function,
$$g_\varphi(x)\;\to\;g_\varphi(x)+c_A(1-x)+c_B\,x ,$$
while the total energy changes by $c_AN_A+c_BN_B$, which is the same for every way of dividing the atoms. The equilibrium state cannot change. Conditions such as "$g'_\varphi=0$" or "$g_\alpha(x_\alpha)=g_\beta(x_\beta)$" with $x_\alpha\ne x_\beta$ are not preserved by this tilt, so neither can be the general answer.

For two phases of different compositions $x_\alpha$ and $x_\beta$, the two constants can be chosen so that both energies $g_\alpha(x_\alpha)$ and $g_\beta(x_\beta)$ vanish. A condition built from heights and slopes can then involve, besides the compositions themselves, only the two remaining slopes. In the original zeros of energy, these slopes are
$$g'_\alpha(x_\alpha)-r,\qquad g'_\beta(x_\beta)-r,\qquad r=\frac{g_\beta(x_\beta)-g_\alpha(x_\alpha)}{x_\beta-x_\alpha}, \tag{1}$$
where $r$ is the slope of the chord joining the two points. Minimisation must decide what values they take. It will make both zero, which is the common-tangent condition.

## Assumptions and units

All phases share one temperature and one pressure $p$, and atoms pass freely between them. The total Gibbs energy is the sum of the bulk energies of the phases. Interface energy is neglected: for compact pieces of material the interface grows as $N^{2/3}$, so its share per atom falls as $N^{-1/3}$. Coherency strain is also neglected. It makes the energy of one phase depend on the others, and the sum would then fail even in a large sample.

In the algebra, energies are in atomic units and temperature is measured as an energy, $\tau=k_BT$, so entropy is a pure number. Numerical values are in eV and angstrom.

## First derivation: vary the compositions

Let the alloy consist of phases $\alpha$ and $\beta$ with $x_\alpha<X<x_\beta$, and let $f$ be the fraction of atoms in $\beta$. Conservation of B atoms requires
$$(1-f)x_\alpha+f x_\beta=X\quad\Rightarrow\quad f=\frac{X-x_\alpha}{x_\beta-x_\alpha}. \tag{2}$$
This is the lever rule. The energy per atom is
$$E(x_\alpha,x_\beta)=(1-f)\,g_\alpha(x_\alpha)+f\,g_\beta(x_\beta). \tag{3}$$
Since (2) has removed the constraint, the two compositions are independent variables. Write $\Delta=x_\beta-x_\alpha$. The quotient rule gives
$$\frac{\partial f}{\partial x_\alpha}=\frac{-\Delta+(X-x_\alpha)}{\Delta^2}=-\frac{1-f}{\Delta},\qquad
\frac{\partial f}{\partial x_\beta}=-\frac{X-x_\alpha}{\Delta^2}=-\frac{f}{\Delta}.$$
Differentiating (3), with $\partial E/\partial f=g_\beta-g_\alpha$, gives
$$\frac{\partial E}{\partial x_\alpha}=(1-f)g'_\alpha-\frac{1-f}{\Delta}(g_\beta-g_\alpha)=(1-f)\,(g'_\alpha-r),$$
$$\frac{\partial E}{\partial x_\beta}=f g'_\beta-\frac{f}{\Delta}(g_\beta-g_\alpha)=f\,(g'_\beta-r).$$
Both phases are present, so $0<f<1$. If both compositions lie inside their allowed ranges, both derivatives vanish at a minimum:
$$g'_\alpha(x_\alpha)=g'_\beta(x_\beta)=\frac{g_\beta(x_\beta)-g_\alpha(x_\alpha)}{x_\beta-x_\alpha}. \tag{4}$$
The chord is tangent to both curves. The overall composition $X$ has dropped out: changing it between $x_\alpha$ and $x_\beta$ alters the amounts of the phases but not their compositions.

The intercepts of the tangent have a direct meaning. With $G=n\,g(x)$, $n=n_A+n_B$ and $x=n_B/n$, we have $\partial x/\partial n_A=-x/n$ and $\partial x/\partial n_B=(1-x)/n$, so the chemical potentials are
$$\mu_A=\frac{\partial G}{\partial n_A}=g-xg',\qquad \mu_B=\frac{\partial G}{\partial n_B}=g+(1-x)g'. \tag{5}$$
These are the heights at $x=0$ and $x=1$ of the tangent drawn at $x$. Two phases share a tangent when $\mu_A$ and $\mu_B$ are each equal in both.

### Why tangency is not sufficient

Equation (4) makes the energy stationary for a chosen pair of phases. A third phase, or another composition of the same phase, might still lower it. Let the tangent be $\ell(x)=a+mx$, and form a small amount $\varepsilon$, per atom of alloy, of any phase $\psi$ at composition $y$. The atoms come from $\alpha$ and $\beta$, whose compositions are held fixed while their amounts change by $\delta_\alpha$ and $\delta_\beta$:
$$\delta_\alpha+\delta_\beta=-\varepsilon,\qquad \delta_\alpha x_\alpha+\delta_\beta x_\beta=-\varepsilon y .$$
Because $g_\alpha(x_\alpha)=a+mx_\alpha$ and $g_\beta(x_\beta)=a+mx_\beta$, the energy changes by
$$\varepsilon g_\psi(y)+a(\delta_\alpha+\delta_\beta)+m(\delta_\alpha x_\alpha+\delta_\beta x_\beta)=\varepsilon\,[\,g_\psi(y)-a-my\,]. \tag{6}$$
A minimum therefore requires $g_\psi(y)\ge\ell(y)$ for every phase and every composition.

The same criterion holds when one phase of composition $X$ fills the sample. Removing the atoms leaves the parent with composition $(X-\varepsilon y)/(1-\varepsilon)=X+\varepsilon(X-y)+O(\varepsilon^2)$. To first order, the energy change is
$$\varepsilon\,[\,g_\psi(y)-g(X)-g'(X)(y-X)\,],$$
which is $\varepsilon$ times the height of $g_\psi(y)$ above the parent's tangent.

The criterion is also sufficient. If no curve lies below $\ell$, any mixture with fractions $f_i$ and compositions $x_i$ satisfies
$$\sum_i f_i g_i(x_i)\ge\sum_i f_i(a+mx_i)=a+mX, \tag{7}$$
and a mixture whose phases all touch the line attains this bound. The equilibrium tangent is thus a common tangent with no curve below it.

## Second derivation: the least energy is convex

The second route starts from the least energy itself and treats any number $C$ of components. A composition is now a list $x=(x_1,\dots,x_C)$ with $\sum_kx_k=1$. Let $h(X)$ be the least energy per atom over all mixtures of overall composition $X$.

This minimum exists if there are finitely many phases with continuous energies on closed composition ranges. To see why, take a mixture with more than $C$ portions. Their composition vectors have $C$ entries, so they are linearly dependent: there are numbers $c_i$, not all zero, with $\sum_ic_ix^i=0$. Summing the entries also gives $\sum_ic_i=0$. Replacing $f_i$ by $f_i+tc_i$ preserves both the amount and the composition of the alloy, and changes its energy linearly in $t$. Choose the direction of $t$ that does not raise the energy, and continue until one portion vanishes. Repetition leaves at most $C$ portions. The minimum is then that of a continuous function over a closed, bounded set, which is attained. It also follows that at fixed $\tau$ and $p$ a state of least energy can be found with at most $C$ phases.

**Convexity.** Take a fraction $1-t$ of an alloy in its best state at composition $Z$, and a fraction $t$ in its best state at $Y$. Together they form one permitted mixture of composition $(1-t)Z+tY$, so
$$h\big((1-t)Z+tY\big)\le(1-t)h(Z)+t\,h(Y). \tag{8}$$
This step uses additivity and no derivative.

**A plane below every phase.** Let the best mixture at $X$ contain a fraction $f>0$ of a phase $\varphi$ with smooth energy and a composition $x^\varphi$ inside its range, where that range extends in all $C-1$ composition directions. For $Z$ near $X$, a possible though perhaps not optimal response is to let this phase absorb the whole change. The resulting energy is
$$u(Z)=f\,g_\varphi\!\left(x^\varphi+\frac{Z-X}{f}\right)+\text{const},\qquad h(Z)\le u(Z),\quad h(X)=u(X).$$
Choose any composition $Y$, set $d=Y-X$, and step a small distance the opposite way to $Z=X-sd$. Then $X=(Z+sY)/(1+s)$. Convexity gives $(1+s)h(X)\le h(Z)+s\,h(Y)$, and therefore
$$h(Y)\ge h(X)+\frac{h(X)-h(X-sd)}{s}\ge h(X)+\frac{u(X)-u(X-sd)}{s}.$$
As $s\to0$, the last quotient becomes the derivative of $u$ along $d$. The factor $f$ in front of $g_\varphi$ cancels the $1/f$ in its argument, leaving
$$h(Y)\ge h(X)+d\cdot\nabla g_\varphi(x^\varphi)\equiv\ell(Y). \tag{9}$$
The right side is a plane in $Y$. Since $\sum_kY_k=1$, its constant term can be absorbed into the coefficients, and $\ell(Y)=\sum_k\mu_kY_k$.

**Every phase present touches it.** A single phase is one possible mixture, so $g_\psi(Y)\ge h(Y)\ge\ell(Y)$. For the phases present at $X$,
$$\sum_if_i\,[\,g_i(x^i)-\ell(x^i)\,]=h(X)-\ell(X)=0 .$$
Every bracket is non-negative and every $f_i$ is positive, so every bracket vanishes. At an interior composition of a smooth phase, $g_i-\ell$ is then at a minimum, so its derivatives vanish too and the plane is tangent. For $C=2$ the plane is a line, and condition (4) has been recovered together with the requirement that no curve lie below it.

Tangency again means equal chemical potentials. The function $G_i(n)-\sum_k\mu_kn_k$ equals the number of atoms times $g_i-\ell$. At $x^i$ both $g_i-\ell$ and its derivatives along permitted composition changes are zero, so every derivative with respect to $n_k$ vanishes. Hence $\partial G_i/\partial n_k=\mu_k$ in each such phase whose composition can vary in all directions.

## Counting the tangent-plane conditions

Let $\tau$ and $p$ now vary. A plane is specified by $C$ numbers $\mu_k$, so plane, temperature and pressure together supply $C+2$ intensive variables. A phase touches the plane when
$$\omega_\varphi(\mu,\tau,p)\equiv\min_x\Big[g_\varphi(x,\tau,p)-\sum_k\mu_kx_k\Big]=0. \tag{10}$$
This is one condition per phase, because the minimisation has already found the point of contact. If one free-energy function describes two phases, as on either side of a miscibility gap, each phase has its own local minimum and its own condition.

If the $P$ conditions are independent, each removes one variable:
$$\boxed{F=C+2-P} \tag{11}$$
This is Gibbs' phase rule. A count through chemical potentials agrees with it. For phases whose compositions can vary in all directions, there are $P(C-1)$ phase compositions plus $\tau$ and $p$, and $C(P-1)$ equalities between phases:
$$P(C-1)+2-C(P-1)=C+2-P .$$

Independence can be examined explicitly. At the minimum in (10), a small change of $x$ has no first-order effect. With $s_\varphi=-\partial g_\varphi/\partial\tau$ the entropy and $v_\varphi=\partial g_\varphi/\partial p$ the volume per atom,
$$d\omega_\varphi=-\sum_kx_k^\varphi\,d\mu_k-s_\varphi\,d\tau+v_\varphi\,dp. \tag{12}$$
The conditions are independent to first order when the $P$ rows $(x^\varphi,s_\varphi,v_\varphi)$ are linearly independent; reversing the signs of whole columns does not affect this. The implicit function theorem then gives a coexistence region of dimension $C+2-P$. Since $F$ cannot be negative, at most $C+2$ phases can coexist under this condition.

For two phases the condition is mild. Proportional rows must be equal, because the fractions in each sum to one, so the conditions are dependent only if the phases agree in composition, entropy and volume. Listing one phase twice is such a case and adds no condition. At a critical point two phases merge into one and their rows coincide, so the count does not apply there.

For $C=1$ the plane reduces to one number $\mu$, and coexistence means equal $g$. Two phases leave $F=1$, a line in the temperature–pressure diagram, and three with independent rows leave $F=0$, a triple point. For any $C$, fixing the pressure subtracts one from $F$, provided pressure can be varied along the coexistence region. The number $F$ counts intensive variables. The amounts of the phases are a separate matter, set by the overall composition.

## What each derivation assumes

Both derivations need additive bulk energies and free exchange of atoms. They differ in their use of smoothness and in what they deliver first.

The first derivation differentiates the energies of both phases at interior compositions. It yields equations that can be solved for $x_\alpha$ and $x_\beta$, but they also admit false tangents, so the separate comparison (6) is needed. If $\beta$ is a compound of fixed composition, $x_\beta$ cannot be varied. The condition on $g'_\beta$ in (4) is lost, and what remains is a line tangent to $\alpha$ that passes through the compound's point.

The second derivation obtains the global condition at once and uses the smoothness of one phase present whose composition can vary in every direction. Provided such a phase is present, fixed-composition compounds need no special treatment: they touch the plane without being tangent to it. For smooth phases at interior compositions it gives the same equal-potential equations for the unknown compositions, now for any $C$. It does not say which phases are present, so a solution of those equations for a chosen set of phases must still be checked against every other curve. If every phase present is a compound of fixed composition, no phase can absorb the change in $Z$, and the argument leading to (9) does not apply. The plane must still pass through the compounds' points, which fixes it when there are $C$ of them with linearly independent compositions, as for two compounds in a binary. With fewer it may be left free: for one compound alone in a binary, several lines may pass through its point below all the other curves, and two compounds in a ternary can likewise leave a range of planes. The argument also fails for a phase whose composition varies in only some directions, such as a ternary phase (A,B)C with a fixed fraction of C: alone, it is tangent to the plane only along its line of compositions and may leave the plane free to turn about that line. Finally, if a component is absent from the alloy, the slope of the mixing term is infinite at that edge and no plane with finite coefficients need exist; the absent component is then dropped from the count $C$.

## A binary with a eutectic

Consider a regular solid solution and an ideal liquid. With $S(x)=x\ln x+(1-x)\ln(1-x)$ and $p=0$,
$$g_S=\Omega x(1-x)+\tau S,\qquad g_L=s_m[(1-x)(\tau_A-\tau)+x(\tau_B-\tau)]+\tau S .$$
The round parameters are $\Omega=0.20$ eV, melting temperatures $\tau_A=0.09$ eV and $\tau_B=0.07$ eV, and entropy of melting $s_m=1.2$. Applying (5), with $S'=\ln[x/(1-x)]$, gives
$$\text{solid: }\ \mu_A=\tau\ln(1-x)+\Omega x^2,\quad \mu_B=\tau\ln x+\Omega(1-x)^2,$$
$$\text{liquid: }\ \mu_A=s_m(\tau_A-\tau)+\tau\ln(1-x),\quad \mu_B=s_m(\tau_B-\tau)+\tau\ln x .$$

At $\tau=0.06$ eV, equating the potentials gives $x_\alpha=0.02357$ for the A-rich solid and $x_L=0.46313$ for the liquid. For A atoms, in eV,
$$\text{solid: }-0.00143+0.00011=-0.00132,\qquad \text{liquid: }0.03600-0.03732=-0.00132 .$$
For B atoms both phases give $-0.03418$ eV. An alloy with $X=0.20$ then has
$$f_L=\frac{0.20-0.02357}{0.46313-0.02357}=0.401,$$
$$E=0.80(-0.00132)+0.20(-0.03418)=-0.0079\ \text{eV per atom}.$$
As a single phase it would have $+0.0020$ eV per atom as solid or $+0.0012$ eV as liquid. The numerical check compares the tangent solution with a direct minimisation of (3) and with a search over mixtures on a composition grid.

The solid curve also has a common tangent of its own, touching at $x=0.046$ and $0.954$. At $X=0.20$ its height is $-0.0024$ eV, above the true minimum, and the liquid curve passes as much as $0.0164$ eV below it. It satisfies (4) but fails the global criterion.

Local stability can mislead in the same way. A uniform solid at $x=0.10$ has $g''=-2\Omega+\tau/[x(1-x)]=-0.400+0.667=0.267$ eV. This is positive, so the solid resists small composition fluctuations. Yet forming a little liquid with $y=0.705$ changes the energy by $-0.0328$ eV per atom of that liquid. The solid is metastable.

On cooling, the two liquid boundaries approach each other. The B fractions at the phase boundaries are:

| $\tau$ (eV) | $\alpha$ | $L$ next to $\alpha$ | $L$ next to $\beta$ | $\beta$ |
|---|---|---|---|---|
| 0.065 | 0.022 | 0.383 | 0.905 | 0.993 |
| 0.060 | 0.024 | 0.463 | 0.808 | 0.986 |
| 0.055 | 0.024 | 0.544 | 0.708 | 0.981 |

One line touches all three phases at $\tau_E=0.0505$ eV, or 586 K, with B fractions $0.022$, $0.617$ and $0.978$. Here $C=2$ and $P=3$, so $F=1$. At fixed pressure nothing remains free, and the eutectic has one temperature and one set of compositions.

The remaining freedom is a line $\tau_E(p)$. Along it $d\omega_\varphi=0$, and (12) gives $\sum_kx_k^\varphi d\mu_k=-s_\varphi d\tau+v_\varphi dp$ for each phase. Let $w=(x_L-x_\alpha)/(x_\beta-x_\alpha)=0.622$ be the share of $\beta$ in a solid mixture with the liquid's composition. Subtracting $(1-w)$ times the $\alpha$ equation and $w$ times the $\beta$ equation from the liquid equation cancels every $d\mu_k$:
$$0=-\Delta s\,d\tau+\Delta v\,dp\quad\Rightarrow\quad \frac{d\tau_E}{dp}=\frac{\Delta v}{\Delta s},$$
where $\Delta$ means liquid minus that solid mixture. With atomic volumes of 15 Å$^3$ in the solid and 16 Å$^3$ in the liquid, $\Delta v=1.00$ Å$^3$. The entropy change is $\Delta s=1.759$, so the slope is $0.568$ Å$^3$. Pressure raises this eutectic temperature because melting expands the model alloy.

## A ternary tangent plane

For three components, take a regular solid solution with energy $\sum_{i<j}\Omega_{ij}x_ix_j+\tau\sum_ix_i\ln x_i$, where $\Omega_{AB}=0.20$, $\Omega_{AC}=0.22$ and $\Omega_{BC}=0.18$ eV, at $\tau=0.05$ eV. One plane touches the surface at three points, each rich in one element, with majority fractions $0.963$ (A), $0.940$ (B) and $0.949$ (C). Its coefficients are $\mu=(-0.00166,-0.00261,-0.00222)$ eV. At overall composition $(0.3,0.3,0.4)$ its height, and hence the energy of the alloy, is
$$0.3(-0.00166)+0.3(-0.00261)+0.4(-0.00222)=-0.0022\ \text{eV per atom}.$$
The phase amounts are $0.298$, $0.297$ and $0.405$. Here $F=3+2-3=2$, and fixing $\tau$ and $p$ uses both freedoms. Moving the overall composition within the triangle formed by the three contact points changes the amounts and leaves the plane where it is.

## Numbers as computed

```
Solid interaction energy: 0.20 eV
k_B T of melting, A and B: 0.09, 0.07 eV
Entropy of melting: 1.2 k_B per atom
Volume, solid and liquid: 15.0, 16.0 A^3 per atom
Isotherm k_B T: 0.060 eV; overall B fraction: 0.20
Tangent B fractions, alpha and L: 0.02357, 0.46313
Direct minimum, alpha and L: 0.02357, 0.46313
Slope of g at alpha and at L: -0.03286, -0.03286 eV
Chemical potentials A, B: -0.00132, -0.03418 eV
g of alpha and L there: -0.00209, -0.01654 eV
Liquid fraction, lever rule: 0.4014; grid: 0.4014
Energy of mixture, tangent: -0.007893 eV per atom
Energy of mixture, grid: -0.007893 eV per atom
Homogeneous solid at same composition: 0.001976 eV
Homogeneous liquid at same composition: 0.001176 eV
False tangent B fractions: 0.04633, 0.95367
False tangent energy at overall composition: -0.002417 eV
Lowest liquid height above false tangent: -0.01636 eV
Metastable solid, B fraction: 0.10
Its curvature g'': 0.2667 eV
Best liquid nucleus, B fraction: 0.7046
Energy change per nucleus atom, formula: -0.03285 eV
Energy change per nucleus atom, explicit: -0.03285 eV
Isotherms: k_B T (eV); B fractions alpha, L | L, beta
  0.055; 0.0236, 0.5441 | 0.7082, 0.9811
  0.060; 0.0236, 0.4631 | 0.8081, 0.9863
  0.065; 0.0221, 0.3827 | 0.9054, 0.9928
Eutectic k_B T: 0.050511 eV = 586.2 K
Eutectic k_B T from loss of liquid on grid: 0.050511 eV
Eutectic B fractions alpha, L, beta: 0.0222, 0.6166, 0.9778
Eutectic energies at B fraction 0.40:
  alpha+beta -0.001037 eV, alpha+L -0.001037 eV
Eutectic melting: entropy 1.7591 k_B, volume 1.0000 A^3 per atom
Eutectic slope d(k_B T)/dp, formula: 0.56848 A^3
Eutectic slope d(k_B T)/dp, re-solved: 0.56848 A^3
Ternary pair energies AB, AC, BC: 0.20, 0.22, 0.18 eV
Ternary k_B T: 0.050 eV; overall A, B, C: 0.3, 0.3, 0.4
  phase 1: A, B, C = 0.9630, 0.0222, 0.0148; amount 0.2976
  phase 2: A, B, C = 0.0238, 0.9399, 0.0363; amount 0.2969
  phase 3: A, B, C = 0.0156, 0.0353, 0.9491; amount 0.4055
Ternary potentials A, B, C: -0.00166, -0.00261, -0.00222 eV
Ternary energy, plane: -0.002171 eV; grid: -0.002169 eV
Phase rule: components, phases, free variables from rank
  alpha+L: 2, 2, 2
  alpha+L+beta: 2, 3, 1
  ternary, 3 solids: 3, 3, 2
Same binary phase listed twice, free variables: 3
```
